\section*{Wagner Number of a Plated Trench: Does Kinetic Resistance Even the Current?}

\section*{The question}

A long rectangular trench of width $w=2$ mm and depth $H=10$ mm is cut into a metal cathode. Metal is deposited on both side walls and on the floor. The electrolyte has uniform conductivity $\kappa=50$ S/m, and its potential is the same everywhere across the mouth of the trench. The current density averaged over the plated surface of the trench, walls and floor together, is $i_{\rm avg}=100$ A/m$^2$.

Deposition follows the Tafel law with a slope $B=0.12$ V per decade of current and an exchange current density $i_0=0.1$ A/m$^2$. Until part (g), stirring is taken to be strong enough for concentration changes to be neglected. These are round model parameters, not data for a particular bath.

Cathodic current densities $i$ and the overpotential magnitude $|\eta|$ are counted positive. The height $y$ is measured upwards from the floor. Evenness is judged by
\begin{equation}
r=\frac{i(H)}{i(0)},
\end{equation}
the wall current density at the mouth divided by the current density on the floor. The deposit is called even if $r\le 1.1$.

\section*{(a) Kinetic resistance and a first estimate}

\textbf{Question.} Find the differential kinetic resistance of the surface. Form a Wagner number, the ratio of kinetic to ohmic resistance, with the depth $H$ as the length. What spread of current does it suggest?

\textbf{Answer.} The Tafel law is stated per decade. In natural logarithms it reads
\begin{equation}
|\eta|=B\log_{10}\frac{i}{i_0}=b\ln\frac{i}{i_0},\qquad b=\frac{B}{\ln 10}=0.0521\ \text{V}.
\end{equation}
Differentiation gives the resistance of a unit area of surface,
\begin{equation}
\frac{d|\eta|}{di}=\frac{b}{i}.
\end{equation}
At the average current this is $0.0521/100=5.21\times10^{-4}\ \Omega\,$m$^2$. The slope that enters is $b$, not $B$; putting $B$ in its place would raise every Wagner number by the factor $\ln 10\approx2.30$.

A column of electrolyte of length $H$ has the resistance $H/\kappa$ per unit of cross-section. The first estimate is therefore
\begin{equation}
{\rm Wa}_H=\frac{b/i_{\rm avg}}{H/\kappa}=\frac{\kappa b}{i_{\rm avg}H}
=\frac{26.1\ \text{mm}}{10\ \text{mm}}=2.61 .
\end{equation}
It corresponds to an ohmic drop $i_{\rm avg}H/\kappa=20$ mV. By the Tafel law, a difference of 20 mV in overpotential changes the current by the factor $\exp(1/{\rm Wa}_H)=1.47$. The estimate suggests a moderate spread, with kinetic resistance in control.

Its weak point is the current density used for the drop. All the current plated in the trench must enter through the mouth. The plated perimeter is $2H+w=22$ mm and the mouth is 2 mm wide, so the current density in the electrolyte at the mouth is $100\times22/2=1100$ A/m$^2$, eleven times the value assumed.

\section*{(b) Charge balance in the trench}

\textbf{Question.} Derive the equation for the electrolyte potential $\phi(y)$, treating it as uniform across the width. When is this treatment justified?

\textbf{Answer.} Take a unit length of trench. Current flows down from the mouth, where $\phi$ is higher, towards the floor. Ohm's law gives the downward current through the cross-section at height $y$:
\begin{equation}
I(y)=\kappa w\,\phi'(y).
\end{equation}
Between $y+dy$ and $y$ this current falls by what the two walls take up, so $I(y+dy)-I(y)=2i\,dy$. Hence
\begin{equation}
\kappa w\,\phi''=2i .
\label{eq:balance}
\end{equation}
What reaches the bottom is plated on the floor, $I(0)=w\,i(0)$, which gives
\begin{equation}
\kappa\,\phi'(0)=i(0).
\label{eq:floor}
\end{equation}

The metal is an equipotential. The overpotential magnitude therefore differs from $\phi$ by a constant, and the Tafel law becomes
\begin{equation}
i\propto e^{\phi/b},\qquad \phi=b\ln i+\text{const}.
\label{eq:tafel}
\end{equation}

To judge the neglected variation across the width, note that the sideways current density grows from zero on the mid-plane to $i$ at the wall. If it grows linearly with the distance $x$ from the mid-plane, the sideways drop is
\begin{equation}
\int_0^{w/2}\frac{i}{\kappa}\,\frac{x}{w/2}\,dx=\frac{iw}{4\kappa}.
\end{equation}
The treatment requires $iw/(4\kappa)\ll b$. A narrow trench is also needed so that the regions near the floor corners and the mouth, whose extent is of order $w$, remain a small part of the depth.

\section*{(c) The length that belongs in the Wagner number}

\textbf{Question.} Suppose, as a trial, that the current density is $i_{\rm avg}$ everywhere on the surface. Find the potential drop from mouth to floor, and from it the proper length $L$ and the Wagner number.

\textbf{Answer.} The current passing height $y$ must supply the floor and both walls below $y$:
\begin{equation}
\kappa w\,\phi'(y)=i_{\rm avg}(2y+w).
\end{equation}
Integration from $0$ to $H$ gives
\begin{equation}
\phi(H)-\phi(0)=\frac{i_{\rm avg}(H^2+wH)}{\kappa w}
=\frac{i_{\rm avg}L}{\kappa},\qquad
L=H\left(1+\frac{H}{w}\right).
\end{equation}
The ohmic resistance referred to the plated surface is thus $L/\kappa$, and
\begin{equation}
{\rm Wa}=\frac{b/i_{\rm avg}}{L/\kappa}=\frac{\kappa b}{i_{\rm avg}L}.
\end{equation}

Here $L=10\,(1+5)=60$ mm, six times the depth, and ${\rm Wa}=26.1/60=0.434$. For a deep trench $L\approx H^2/w$. One factor $H$ is the path length; the other factor, $H/w$, expresses the crowding of the wall current into a narrow cross-section.

The trial drop is $100\times0.060/50=0.120$ V. With these parameters it equals one Tafel slope $B$, so the Tafel law would demand a tenfold current ratio between mouth and floor. This contradicts the uniform current that was assumed. The trial is self-consistent when the drop is much smaller than $b$, that is, when ${\rm Wa}\gg1$.

\section*{(d) Bounds on the unevenness}

\textbf{Question.} Without solving the differential equation, bound $r$ from above and below in terms of Wa. Is the deposit even?

\textbf{Answer.} By (\ref{eq:balance}) and (\ref{eq:floor}), $\phi'(0)>0$ and $\phi''>0$. So $\phi$ rises with $y$, and by (\ref{eq:tafel}) so does $i$. Define the average current density on the surface below height $y$,
\begin{equation}
\bar\imath(y)=\frac{I(y)}{2y+w},\qquad \bar\imath(0)=i(0),\qquad \bar\imath(H)=i_{\rm avg}.
\end{equation}
Since $I'=2i$, its derivative is
\begin{equation}
\frac{d\bar\imath}{dy}=\frac{2i}{2y+w}-\frac{2I}{(2y+w)^2}=\frac{2\,[\,i(y)-\bar\imath(y)\,]}{2y+w}.
\end{equation}
This is positive for $y>0$, because $\bar\imath(y)$ averages currents that are nowhere larger than $i(y)$. Therefore, for $0<y<H$,
\begin{equation}
i(0)<\bar\imath(y)<i_{\rm avg}.
\end{equation}

The true potential drop is $b\ln r$, from (\ref{eq:tafel}). It is also
\begin{equation}
b\ln r=\int_0^H\frac{I(y)}{\kappa w}\,dy=\int_0^H\frac{\bar\imath(y)\,(2y+w)}{\kappa w}\,dy .
\end{equation}
Replacing $\bar\imath$ by its upper limit $i_{\rm avg}$ gives $b\ln r<i_{\rm avg}L/\kappa$. For the lower limit, $i(0)=i(H)/r>i_{\rm avg}/r$, since the largest current exceeds the average. This gives $b\ln r>i_{\rm avg}L/(\kappa r)$. Division by $b$ yields
\begin{equation}
\frac{1}{r\,{\rm Wa}}<\ln r<\frac{1}{{\rm Wa}} .
\label{eq:bounds}
\end{equation}
As ${\rm Wa}\to\infty$ the upper bound forces $r\to1$. The two bounds then merge, and $\ln r\approx1/{\rm Wa}$.

The upper bound gives a sufficient condition for evenness:
\begin{equation}
{\rm Wa}\ge\frac{1}{\ln 1.1}=10.5 .
\end{equation}
A Wagner number of one is far from enough for a 10\,\% criterion. The trench has ${\rm Wa}=0.434$, but failing a sufficient condition does not prove that the deposit is uneven. The lower bound does. It requires $r\ln r>1/{\rm Wa}=2.30$, and $r\ln r$ increases with $r$ for $r>1$. At $r=1.1$ it is only 0.105, and at $r=2.5$ it is 2.29, still too small. Hence $r>2.5$, and the deposit is not even. The upper bound adds $r<10$.

\section*{(e) The current distribution}

\textbf{Question.} Solve the charge balance for $H/w>\pi/2$ and obtain an equation for $r$. What happens when Wa becomes very small?

\textbf{Answer.} Inserting $\phi=b\ln i+\text{const}$ into (\ref{eq:balance}) gives an equation for the current alone,
\begin{equation}
\kappa wb\,(\ln i)''=2i .
\end{equation}
Try $i=C/\cos^2(ky+\delta)$. Then
\begin{align}
(\ln i)'&=2k\tan(ky+\delta),\\
(\ln i)''&=\frac{2k^2}{\cos^2(ky+\delta)} .
\end{align}
The equation holds if $2\kappa wbk^2=2C$, so
\begin{equation}
i(y)=\frac{\kappa wb\,k^2}{\cos^2(ky+\delta)} .
\label{eq:profile}
\end{equation}

The floor condition (\ref{eq:floor}), $\kappa b(\ln i)'=i$ at $y=0$, fixes $\delta$:
\begin{equation}
2\kappa bk\tan\delta=\frac{\kappa wbk^2}{\cos^2\delta}
\quad\Rightarrow\quad 2\sin\delta\cos\delta=kw .
\end{equation}
With $q=kH$ this is
\begin{equation}
\sin2\delta=\frac{qw}{H}.
\label{eq:delta}
\end{equation}
The total current fixes $q$. At the mouth, $I(H)=\kappa wb\cdot2k\tan(q+\delta)$ must equal $i_{\rm avg}(2H+w)$. Multiplying by $H/(2\kappa wb)$ gives
\begin{equation}
q\tan(q+\delta)=\frac{i_{\rm avg}H(2H+w)}{2\kappa wb}
=\frac{2H+w}{2(H+w)}\,\frac{1}{{\rm Wa}} ,
\label{eq:q}
\end{equation}
where the last form uses $i_{\rm avg}/(\kappa b)=w/[{\rm Wa}\,H(H+w)]$. Finally, from (\ref{eq:profile}),
\begin{equation}
r=\frac{\cos^2\delta}{\cos^2(q+\delta)} .
\label{eq:r}
\end{equation}
In this model $r$ depends on two numbers, Wa and the aspect ratio $H/w$.

The root of (\ref{eq:delta}) must be chosen. The current is finite throughout the trench, so $q+\delta<\pi/2$. Then $q<\pi/2$, and $H/w>\pi/2$ ensures $qw/H<1$. The smaller root, $\delta<\pi/4$, is the right one. A larger root would have the form $\delta=\pi/2-\delta'$ with $\delta'\le\pi/4$ and $q<\delta'$. Equation (\ref{eq:delta}) would then give $\sin2\delta'<\delta'w/H$. But $\sin2\delta'\ge4\delta'/\pi$ on this interval, so $w/H$ would have to exceed $4/\pi$, contrary to the assumption. On the smaller root the left side of (\ref{eq:q}) rises steadily from zero to infinity, so each current has one solution of this form. No other form occurs. The first integral of the equation gives $k^2=i(0)/(\kappa wb)-i(0)^2/(2\kappa b)^2$, which is positive unless $i(0)\ge4\kappa b/w$. At $i(0)=4\kappa b/w$ the solution is $i=\kappa wb/(w/2-y)^2$, which diverges at $y=w/2<H$, and larger floor currents diverge sooner.

When ${\rm Wa}\to0$, the tangent must diverge, and $q+\delta$ approaches $\pi/2$ while $q$ stays finite. Since $1/\cos^2=1+\tan^2$, the ratio $r$ grows as $1/{\rm Wa}^2$. The floor current $\kappa wbk^2/\cos^2\delta$ meanwhile tends to a finite value. Raising the applied current then feeds the region near the mouth and hardly the floor. The strict limit is a property of the model only. It ignores any limiting current, and the growing mouth current eventually violates the condition $iw/(4\kappa)\ll b$ of part (b), beyond which the potential can no longer be treated as uniform across the width.

\section*{(f) Numbers, and what would even the deposit}

\textbf{Question.} Evaluate the floor and mouth currents. How much does kinetic resistance help? Which average current would give $r=1.1$?

\textbf{Answer.} The right side of (\ref{eq:q}) is
\begin{equation}
\frac{100\times0.010\times0.022}{2\times50\times0.002\times0.0521}=2.11 .
\end{equation}
The numerical solution of (\ref{eq:delta}) and (\ref{eq:q}) is $q=1.019$, $\delta=0.103$. As a check, $\sin(0.205)=0.204=1.019/5$. With $k=q/H=101.9$ m$^{-1}$, the prefactor in (\ref{eq:profile}) is $\kappa wbk^2=54.1$ A/m$^2$, and
\begin{align}
i(0)&=\frac{54.1}{\cos^2(0.103)}=54.6\ \text{A/m}^2,\\
i(H)&=\frac{54.1}{\cos^2(1.121)}=286\ \text{A/m}^2 .
\end{align}
Thus $r=5.24$: the floor receives 19\,\% of the current density at the mouth. The ratio lies between the bounds of part (d). The potential drop is $b\ln r=86$ mV, less than the 120 mV of the uniform trial, because more of the current leaves the electrolyte near the mouth.

Kinetic resistance softens the distribution without making it even. At the same average current, a Tafel slope of 0.06 V per decade would give $r=13.6$, and a slope of 0.24 V per decade would give $r=2.62$.

For the evenness criterion, the sufficient value ${\rm Wa}=10.5$ gives
\begin{equation}
i_{\rm avg}=\frac{\kappa b}{10.5\,L}=4.14\ \text{A/m}^2 ,
\end{equation}
at which (\ref{eq:r}) yields $r=1.098$. Solving the full equations for $r=1.1$ gives 4.21 A/m$^2$, so the simple criterion costs less than 2\,\% in current. The price of evenness is a current about 24 times lower and, for the same average thickness at equal current efficiency, a deposition time 24 times longer. The Tafel law is still acceptable there, since the average current is 42 times $i_0$. This remedy depends on the small $i_0$. Once the current falls to the order of $i_0$, the kinetic resistance stops growing and $r$ no longer tends to one. With a symmetric Butler--Volmer law and $i_0=10$ A/m$^2$, the ratio at 4.21 A/m$^2$ would be about 1.5.

Current and conductivity enter (\ref{eq:q}) as $i_{\rm avg}/\kappa$. Keeping 100 A/m$^2$ would therefore require $\kappa$ to rise by the same factor, to 1190 S/m, which is far beyond the reach of aqueous plating solutions. At fixed shape, $i_{\rm avg}$ and $H$ enter as a product, so a trench 24 times smaller, about 0.42 mm deep, would also meet the criterion at 100 A/m$^2$, provided that fresh electrolyte still reached its floor.

\section*{(g) Mass transport and the limits of the prediction}

\textbf{Question.} Let the deposition have a limiting current density $i_{\rm lim}=2000$ A/m$^2$, the same everywhere in the trench. Does this alter the verdict? What else limits the prediction?

\textbf{Answer.} Take the rate as proportional to the metal-ion concentration at the surface, which falls linearly with current to zero at $i_{\rm lim}$. With $|\eta|$ referred to the bulk solution,
\begin{equation}
i=i_0e^{|\eta|/b}\left(1-\frac{i}{i_{\rm lim}}\right),\qquad
|\eta|=b\ln\frac{i}{i_0}-b\ln\left(1-\frac{i}{i_{\rm lim}}\right).
\end{equation}
The differential resistance becomes
\begin{equation}
\frac{d|\eta|}{di}=\frac{b}{i}+\frac{b}{i_{\rm lim}-i}=\frac{b}{i}\,\frac{1}{1-i/i_{\rm lim}} .
\end{equation}
The added resistance is greatest where the current is greatest, near the mouth, and so it evens the distribution. Integration of the charge balance with this law, at the same average current, gives $r=4.80$ instead of 5.24. The mouth current is 269 A/m$^2$, or 13\,\% of the limit. The verdict stands.

The benefit shrinks, and can be lost, if the limit is lower at the floor than at the mouth. If stirring is weaker at the floor, $i_{\rm lim}$ is smaller there, and the rate law gives a smaller floor current at the same overpotential. Poor transport into the recess thus works against evenness, and the Wagner number contains no information about it. The uniform limit is a demanding assumption. For a divalent ion at $c=1$ mol/L with $D=6\times10^{-10}$ m$^2$/s in supporting electrolyte, $nFDc=0.116$ A/m, so 2000 A/m$^2$ needs a diffusion layer of about 58 $\mu$m along the whole depth. With diffusion alone, the argument of part (c) gives a relative depletion at the floor of $i_{\rm avg}L/(nFDc)\approx2.2$, both at 4.21 A/m$^2$ and in the smaller trench of part (f). A value above one cannot be sustained, so both remedies presuppose convection inside the trench.

The potential variation across the width matters little here. At the mouth current, the estimate of part (b) is $286\times0.002/(4\times50)=2.9$ mV, about 5\,\% of $b$. A two-dimensional solution of Laplace's equation with Tafel kinetics on the walls and floor gives $r=5.27$, which differs from the thin-trench value by about 0.6\,\% of the latter. The shifts partly cancel in the ratio: the mouth current is about 1.7\,\% and the floor current about 1.1\,\% above the thin-trench values. For a trench half as wide at the same Wa, the difference falls to about 0.2\,\%, as the narrow-trench argument leads one to expect. The numerical output also rests on tests of the closed solution and of the upper bound in (\ref{eq:bounds}) against direct integration of the charge balance.

Two restrictions remain. The mouth was given a uniform potential, so any unevenness imposed by the rest of the cell is left out. The result also describes the start of plating: with $r>1$ the deposit grows faster at the mouth than at the floor, the opening narrows, and the trench departs from the rectangular shape for which $L$ was derived.

\section*{Computed results}
\begin{verbatim}
2D mouth/floor ratio, example trench: 5.267
2D deviation from thin-trench result: 0.55 %
Same Wa, width 1.0 mm: deviation 0.16 %
Conductivity: 50 S/m
Tafel slope B: 0.12 V/decade; b = B/ln 10: 0.05212 V
Average current density: 100 A/m^2
Depth H: 10 mm; width w: 2 mm
Exchange current density: 0.1 A/m^2
Kinetic resistance b/i_avg: 5.2115e-04 ohm m^2
Ohmic resistance L/kappa: 1.2000e-03 ohm m^2
Length kappa*b/i_avg: 26.06 mm
Effective length L: 60.0 mm
Wagner number with L: 0.4343; 1/Wa: 2.3026
Wagner number with depth only: 2.606
Depth-only number with B wrongly for b: 6.000
exp(1/Wa), depth only: 1.468
Upper bound exp(1/Wa), with L: 10.000
Drop if current were uniform: 120.0 mV
Right side of equation for q: 2.1107
q: 1.01860 rad; delta: 0.10258 rad
Floor current density: 54.64 A/m^2
Mouth current density: 286.25 A/m^2
Mouth/floor ratio r: 5.238; floor/mouth: 0.191
Actual potential drop b ln r: 86.3 mV
r with Tafel slope 0.06 V/decade: 13.618
r with Tafel slope 0.24 V/decade: 2.620
Limiting current density: 2000 A/m^2
r with this limit: 4.798
Mouth current with this limit: 268.5 A/m^2
Evenness goal r: 1.10; sufficient Wa: 10.49
Average current from sufficient Wa: 4.139 A/m^2
r at that current: 1.0984
Average current for r = goal: 4.206 A/m^2
Conductivity for r = goal at 100 A/m^2: 1189 S/m
Floor current/exchange current: 546
Reduced average current/exchange current: 42.1
\end{verbatim}
